# The Madelung finite-size error in Hartree-Fock exchange levels of periodic insulators

**Why the missing Madelung term controls the finite-size error of periodic MP2**

An \(n\times n\times n\) mesh of \(N_k=n^3\) k-points on a simple cubic crystal of lattice constant \(a\) describes a periodic supercell of side \(L=na\) and volume \(V=L^3\). The Coulomb kernel \(4\pi/Q^2\) contains no length. Its \(Q=0\) term must be dropped, and any error this causes that does not depend on the internal structure of the cell can be built only from \(e^2\) and \(L\). The one energy available is \(e^2/L\), so in Hartree atomic units the error is \(v_M=c/L\propto N_k^{-1/3}\), with \(c\) a pure number fixed by the shape of the supercell. Structure enters through a length \(\ell\) of order \(a\). The mesh is symmetric under \(\mathbf Q\to-\mathbf Q\), which removes odd powers, so in a one-electron level of an insulator the next term is \(\ell^2/L^3\propto N_k^{-1}\); a quantity nonlinear in the levels can also contain \(v_M^2\propto N_k^{-2/3}\). Dimensions do not say which levels feel \(v_M\), nor with what sign it reaches the correlation energy.

**Which levels move**

Take a closed-shell insulator with a stable Hartree-Fock (HF) solution and a finite gap. Write \(\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}/\sqrt{N_k}\), with \(u\) normalized in one cell, and \(v(\mathbf r)=V^{-1}\sum'_{\mathbf Q}(4\pi/Q^2)e^{i\mathbf Q\cdot\mathbf r}\), where \(\mathbf Q\) runs over reciprocal vectors of the supercell and the prime omits zero. At fixed cell density the Hartree and nuclear terms involve only reciprocal vectors of the unit cell, so they do not depend on \(n\). Inserting \(v\) into the exchange integral factorizes it:
\[
\varepsilon^{x}_{n\mathbf k}=-\frac1V{\sum_{\mathbf Q}}'\frac{4\pi}{Q^2}f_{n\mathbf k}(\mathbf Q),\qquad f_{n\mathbf k}(\mathbf Q)=\sum_{j\mathbf k'}^{\rm occ}\left|\langle\psi_{n\mathbf k}|e^{i\mathbf Q\cdot\mathbf r}|\psi_{j\mathbf k'}\rangle\right|^2 .
\]
Crystal momentum forces \(\mathbf k'=\mathbf k-\mathbf Q\), so \(f=\langle u_{n\mathbf k}|p_{\mathbf k-\mathbf Q}|u_{n\mathbf k}\rangle\) with \(p_{\mathbf k}=\sum_j|u_{j\mathbf k}\rangle\langle u_{j\mathbf k}|\). The gap makes \(p_{\mathbf k}\) smooth in \(\mathbf k\). The infinite crystal replaces \(V^{-1}\sum'\) by \(\int d^3Q/(2\pi)^3\).

Put \(p_{\mathbf k-\mathbf Q}=p+\delta\), with \(p=p_{\mathbf k}\) and \(\delta=O(Q)\). The condition \((p+\delta)^2=p+\delta\) gives \(p\delta+\delta p+\delta^2=\delta\). Multiplying on both sides by \(p\) yields \(p\delta p=-p\delta^2p\); multiplying by \(\bar p=1-p\) yields \(\bar p\delta\bar p=\bar p\delta^2\bar p\). Hence \(f=1-\langle\delta^2\rangle\) for an occupied level and \(f=\langle\delta^2\rangle\) for a virtual one. The integrand starts at degree \(-2\) in \(Q\) for occupied levels and at degree \(0\) for virtual ones. Occupied-virtual elements start with the part of \(\delta\) linear in \(\mathbf Q\), which is odd.

The error from a term \(g\) homogeneous of degree \(s>-3\), cut off smoothly at large \(Q\) by \(\chi\), follows from setting \(\mathbf Q=2\pi\mathbf m/L\):
\[
\frac1V{\sum}'g\chi-\int\!\frac{d^3Q}{(2\pi)^3}g\chi=\frac{(2\pi)^s}{L^{3+s}}\Big[{\sum_{\mathbf m}}'g(\mathbf m)\chi\big(\tfrac{2\pi\mathbf m}{L}\big)-\int d^3m\,g(\mathbf m)\chi\big(\tfrac{2\pi\mathbf m}{L}\big)\Big].
\]
The bracket has a finite limit. Split \(g=gb+g(1-b)\), where \(b\) is a smooth bump equal to one near the origin and zero beyond \(|\mathbf m|=1/2\). The first piece meets no lattice point and contributes \(-\int gb\), finite for \(s>-3\). The second is smooth, so Poisson summation turns sum minus integral into a sum of Fourier coefficients at nonzero integer vectors. Its high derivatives are integrable uniformly in \(L\), so integration by parts makes these coefficients decay fast, uniformly in \(L\). The error is therefore \(O(n^{-(3+s)})\), with the limit of the bracket as coefficient. That limit vanishes for odd \(g\) and can vanish for an even one, such as \(g=Q^2\).

For \(s=-2\) take \(\chi=e^{-\eta Q^2}\) and call the error \(\Delta(\eta)\). The integral is \((2/\pi)\int_0^\infty e^{-\eta Q^2}dQ=1/\sqrt{\pi\eta}\). Differentiating in \(\eta\) removes \(1/Q^2\). Poisson summation gives \(V^{-1}\sum_{\mathbf Q}e^{-\eta Q^2}=(4\pi\eta)^{-3/2}\sum_{\mathbf R}e^{-R^2/4\eta}\) over supercell vectors; its \(\mathbf R=0\) term cancels the differentiated integral, and restoring \(\mathbf Q=0\) leaves \(4\pi/V\):
\[
\frac{d\Delta}{d\eta}=\frac{4\pi}{V}-\frac{1}{2\sqrt\pi\,\eta^{3/2}}{\sum_{\mathbf R}}'e^{-R^2/4\eta}=\frac{d}{d\eta}\Big[\frac{4\pi\eta}{V}-{\sum_{\mathbf R}}'\frac{\operatorname{erfc}(R/2\sqrt\eta)}{R}\Big].
\]
The bracket vanishes as \(\eta\to0\), so the integration constant is \(\Delta(0^+)\equiv-v_M\):
\[
v_M=\frac1{\sqrt{\pi\eta}}+\frac{4\pi\eta}{V}-\frac{4\pi}{V}{\sum_{\mathbf Q}}'\frac{e^{-\eta Q^2}}{Q^2}-{\sum_{\mathbf R}}'\frac{\operatorname{erfc}(R/2\sqrt\eta)}{R}
\]
for any \(\eta\). For a cube this evaluates to \(c=2.837297\). Since \(\Delta(0^+)\) is the limit of \(v(\mathbf r)-1/r\) at the origin, the periodic kernel is \(1/r-v_M\) at short range: images and neutralizing background lower it by a constant.

Exchange carries a minus sign, so at fixed orbitals the Fock operator is \(F_N=F_\infty+v_MP+O(N_k^{-1})\), with \(P\) the occupied projector. An occupied electron sees an exchange hole of unit charge and is bound to it less by \(v_M\). For a virtual orbital that charge, \(f(0)\), is zero.

The Madelung correction adds the constant \(v_M\) to the exchange kernel, which adds \(-v_MP(\mathbf r,\mathbf r')\) to the Fock kernel. At self-consistency \([F,P]=0\), so \(F\) and \(F-v_MP\) share eigenvectors: the orbitals and virtual levels are unchanged, and each occupied level falls by exactly \(v_M\). What remains is an \(O(N_k^{-1})\) perturbation, to which a stable solution responds at the same order.

**From levels to MP2**

Let \(I=(ia|jb)\), \(I_x=(ib|ja)\) and \(D=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b<0\) with corrected levels; each index includes a k-point. The spin-orbital energy is \(\tfrac14\sum|\langle ij\|ab\rangle|^2/D\). Four opposite-spin assignments each contribute one integral squared and together give \(\sum|I|^2/D\). Two same-spin blocks give \(2\cdot\tfrac14\sum|I-I_x|^2/D\). Per cell,
\[
E=\frac1{N_k}\sum_{ijab}\frac{w}{D},\qquad w=|I|^2+\tfrac12|I-I_x|^2\ge0 .
\]
The amplitudes are \(\langle ab\|ij\rangle/D\), so the same count gives the norm of the first-order wavefunction per cell, \(S_1=N_k^{-1}\sum w/D^2\). Each integral is \(O(N_k^{-1})\) and momentum conservation leaves three k-sums, so both quantities are \(O(1)\).

The numerators cannot carry \(v_M\). A constant \(C\) in the kernel changes \(I\) by \(C\langle i|a\rangle\langle j|b\rangle=0\). In momentum space the same orthogonality makes each pair density \(O(q)\), with \(\mathbf q=\mathbf k_a-\mathbf k_i\), so the \(4\pi/q^2\) term of \(I\) is bounded and depends on direction: degree zero. Applying the scaling rule to the sum over \(\mathbf q\), and likewise over \(\mathbf k_b-\mathbf k_i\) for \(I_x\), gives \(O(N_k^{-1})\). This is a leading-order count in which the points where both singularities meet, a fraction \(N_k^{-2}\) of bounded terms, are neglected. With corrected levels, then, \(E_{\rm corr}-E_\infty=O(n^{-3})\).

Without the correction both occupied levels rise, and every denominator becomes \(D+2v_M\). As long as \(x=2v_M/|D|_{\min}<1\),
\[
\frac1{D+2v_M}-\frac1D=\frac1{|D|}-\frac1{|D|-2v_M}=-\frac{2v_M}{D^2}\,\frac{1}{1-2v_M/|D|}.
\]
Expanding the last factor as a geometric series, with \(S_2=N_k^{-1}\sum w/|D|^3\),
\[
\Delta E=E_{\rm unc}-E_{\rm corr}=-2v_MS_1-4v_M^2S_2-\cdots .
\]
That factor lies between \(1\) and \(1/(1-x)\), and \(w\ge0\), so
\[
2v_MS_1\le-\Delta E\le\frac{2v_MS_1}{1-x}.
\]
No cancellation among excitations is possible. Since \(S_1\) converges like \(E_{\rm corr}\),
\[
E_{\rm unc}-E_\infty=\frac{a_1}{n}+O(n^{-2}),\qquad a_1=-\frac{2c}{a}S_1(\infty).
\]
Uncorrected MP2 overcorrelates, and its error exceeds the corrected one by a factor growing as \(n^2\). The dominance is asymptotic. Relative to \(E_\infty\) the leading error is \(2v_M/D_{\rm eff}\) with \(D_{\rm eff}=|E_\infty|/S_1\), so it is small for wide gaps and large cells. The power of \(n\) assumes a fixed supercell shape, on which \(c\) depends, in sign as well as size: \(v_M\) is negative for a box of proportions \(1\times1\times4\), and the uncorrected energy then errs in the opposite direction.

**The model**

Take \(a=4\) bohr and a grid of spacing \(h=2\) bohr, eight sites per cell, with charge \(Z=2\) on one site and two electrons per cell. The kinetic energy is \(\lambda(\mathbf Q)/2\) and the density-density kernel is \(4\pi/\lambda(\mathbf Q)\), where \(\lambda=\sum_\alpha2(1-\cos Q_\alpha h)/h^2\). Because \(\lambda=Q^2-h^2\sum_\alpha Q_\alpha^4/12+\cdots\), the kernel is \(4\pi/Q^2\) plus terms of degree zero and higher, and it is smooth elsewhere. The continuum \(c\) must therefore appear although the model never mentions it. HF reduces to \(8\times8\) matrices, with one occupied and seven virtual bands. The program and its output follow this text.

The on-site value of the infinite-lattice kernel is a zone average, \(U=h^{-3}\langle4\pi/\lambda\rangle\). Writing \(1/y=\int_0^\infty e^{-ty}dt\) with \(y=\sum_\alpha(1-\cos Q_\alpha h)\), and using \(\langle e^{t\cos\theta}\rangle=I_0(t)\), gives \(U=(2\pi/h)\int_0^\infty[e^{-t}I_0(t)]^3dt=1.58796\) Ha. The deficit \(U-v(0)\) of finite grids, multiplied by \(L\) and extrapolated, is 2.837299, which tests the Ewald value by another route.

HF runs with no Madelung term give an occupied level at Γ of \(-0.997153\) Ha for \(n=8\) and \(-1.041399\) Ha for \(n=16\). It drops by 0.044246 Ha, against \(0.088666-0.044333=0.044333\) Ha from \(v_M\). The lowest virtual level at Γ moves from 0.179954 to 0.179946 Ha. Fits in \(1,n^{-1},n^{-3}\) over \(n=8,12,16\) give slopes 0.70934 Ha at Γ and 0.70938 Ha at the zone corner R, against \(c/a=0.70932\) Ha; no virtual slope at Γ exceeds \(4.3\times10^{-6}\) Ha in magnitude. Subtracting \(v_M\) changes the convergence exponent at Γ from 0.997 to 3.026. For \(n=2\) to 6, separate corrected and uncorrected runs are tested to share the density matrix and to differ by \(v_M\) in the occupied band alone. At \(n=2\) a dense supercell calculation reproduces both energies and \(S_1\); at \(n=3\) a constant added to the kernel leaves MP2 unchanged.

At \(n=6\), \(v_M=0.11822\) Ha, \(S_1=6.792\times10^{-4}\), \(S_2=2.156\times10^{-4}\) Ha\(^{-1}\) and \(|D|_{\min}=2.11665\) Ha, so \(x=0.1117\). Then
\[
-2v_MS_1=-2(0.11822)(6.792\times10^{-4})\ \text{Ha}=-0.1606\ \text{mHa},
\]
\[
-4v_M^2S_2=-4(0.11822)^2(2.156\times10^{-4})\ \text{Ha}=-0.0121\ \text{mHa}.
\]
The computed difference is \(-2.35472+2.18107=-0.17365\) mHa. Its magnitude lies between the bounds 0.1606 and \(0.1606/0.8883=0.1808\) mHa, and two terms of the series leave 0.0010 mHa.

Fitting \(E_{\rm corr}\) at \(n=4,5,6\) with \(1,n^{-3},n^{-5}\) gives \(E_\infty=-2.1776\) mHa (\(-59.3\) meV) per cell; a two-point \(n^{-3}\) fit differs by 0.0002 mHa. The last digit is not secured by such small meshes: carrying the same model to \(n=14\) moves the limit to \(-2.1779\) mHa, so the errors tabulated below are too large in magnitude by about 0.0003 mHa and the ratios become 27, 39 and 56. With \(S_1(\infty)=6.782\times10^{-4}\) from the same small-mesh fit (meshes up to \(n=14\) give \(6.783\times10^{-4}\), which leaves \(a_1\) unchanged to three digits),
\[
a_1=-2(0.70932)(6.782\times10^{-4})\ \text{Ha}=-0.962\ \text{mHa}\ \ (-26.2\ \text{meV}).
\]
Extrapolating \(n(E_{\rm unc}-E_\infty)\) quadratically in \(1/n\) gives \(-0.956\) mHa, within 0.7% of that prediction. This extrapolation multiplies any shift of \(E_\infty\) by 15, and with \(-2.1779\) mHa it gives \(-0.951\) mHa, 1.2% away. The same extrapolation of \(n\Delta E\), which needs no \(E_\infty\), gives \(-0.964\) mHa. The errors relative to the extrapolated limit are:

| \(n\) | uncorrected (mHa) | corrected (mHa) | ratio |
|---|---|---|---|
| 4 | −0.283 | −0.0109 | 26 |
| 5 | −0.218 | −0.0059 | 37 |
| 6 | −0.177 | −0.0035 | 51 |

The uncorrected error at \(n=6\) is 8.1% of \(E_\infty\). At leading order it is \(0.962/(2.178\,n)=0.44/n\), so 1% would need \(n\approx44\), while the corrected energy is within 0.5% at \(n=4\).

These meshes are not fully asymptotic. The effective exponent of \(E_{\rm unc}\) is 1.32, above 1 because the terms of \(\Delta E\) beyond \(a_1/n\) and the corrected error are steeper and have the sign of \(a_1\). That of \(E_{\rm corr}\) is 2.65. The test accepts 2.4 to 3.8, which excludes a pure \(n^{-1}\) or \(n^{-2}\) law; it does not pin the value 3, and three small meshes cannot by themselves rule out a leading \(n^{-2}\) term mixed with steeper ones, so on these meshes the power 3 rests on the derivation. On \(n=10,12,14\) the same exponent is 3.02, so the shortfall is a small-mesh effect. The scaling rule leaves the sign of the corrected error open. Relative to the extrapolated limit it is negative for \(n=3\) to 6 and positive at \(n=2\), where \(E_{\rm corr}=-2.040\) mHa. The sampled gap alternates, 1.059, 1.078 and 1.058 Ha for \(n=4,5,6\). Only even meshes contain R, and their gap approaches the limiting R-to-Γ separation, \(0.1799+0.8780=1.058\) Ha.

**Where it fails: the electron gas**

For plane waves \(f(\mathbf Q)=1\) if \(\mathbf k-\mathbf Q\) lies in the Fermi sphere and zero otherwise. Near \(\mathbf Q=0\) it still equals one inside and zero outside, provided \(|k-k_F|\gg2\pi/L\), so the leading shift survives, up to shell-filling noise from the sharp surface. The reference follows from the angular integral and then the radial one, whose antiderivative is \(\tfrac12(p^2-k^2)\ln|\cdot|+kp\):
\[
\varepsilon^x_k=-\frac1{\pi k}\int_0^{k_F}\!p\ln\Big|\frac{k+p}{k-p}\Big|dp=-\frac{2k_F}{\pi}\Big[\frac12+\frac{1-y^2}{4y}\ln\Big|\frac{1+y}{1-y}\Big|\Big],\quad y=\frac{k}{k_F},
\]
which tends to \(-2k_F/\pi\) at \(k=0\). At \(r_s=2\) bohr with 115554 electrons, \(L\) times the uncorrected error is 2.8367 Ha bohr at \(k=0\) and 0.0015 Ha bohr at \(k/k_F=2.001\).

The energy argument does not survive. The excitation \((\mathbf k,-\mathbf k)\to(\mathbf p,-\mathbf p)\) between the last filled and first empty shell conserves momentum and has \(|D|=2g\), where \(g\) is the corrected gap between those shells, so \(x\ge v_M/g\). This ratio is 0.89, 1.32 and 1.74 for 1850, 14306 and 115554 electrons, the fillings \(|\mathbf m|^2\le36,144,576\). It fluctuates with the filling, and neighbouring closed shells give smaller values, between 0.66 and 1.28, but over these sizes it stays of order one instead of falling toward zero as it does in an insulator. In the two larger of the three systems \(x>1\). The uncorrected level of an empty state lies below that of a filled one, some denominators \(D+2v_M\) change sign, and neither the series nor the bounds hold. The statement that \(-2v_MS_1\) is the leading finite-size error belongs to gapped systems, where \(|D|_{\min}\) stays finite while \(v_M\to0\).

## Table of computed values

```
model: a = 4.0 bohr, h = 2.0 bohr, Z = 2.0, 2 electrons per cell
c (Ewald) = 2.837297; c (grid sums M=32,64, extrapolated) = 2.837299
on-site Coulomb U = 1.58796 Ha; c/a = 0.70932 Ha
n=8: unc occ(G) = -0.997153, occ(R) = -0.789451, vir(G) = 0.179954, vM = 0.088666 Ha
n=12: unc occ(G) = -1.026638, occ(R) = -0.818887, vir(G) = 0.179948, vM = 0.059110 Ha
n=16: unc occ(G) = -1.041399, occ(R) = -0.833636, vir(G) = 0.179946, vM = 0.044333 Ha
1/n slopes: occ(G) 0.70934, occ(R) 0.70938, max|vir| 4.3e-06 Ha
limits: occ(G) -1.085720, occ(R) -0.877950, vir(G) 0.179945 Ha
n^-3 coefficient occ(G) = -0.0513 Ha; exponents unc 0.997, corr 3.026
n, vM/Ha, gap_corr/Ha, |D|min/Ha, E_corr/mHa, E_unc/mHa, S1, S2/Ha^-1
2, 0.35466, 1.07221, 2.14442, -2.04027, -2.61245, 6.26415e-04, 1.96155e-04
3, 0.23644, 1.11331, 2.22662, -2.21600, -2.59987, 6.89599e-04, 2.18723e-04
4, 0.17733, 1.05946, 2.11893, -2.18845, -2.46076, 6.81193e-04, 2.16116e-04
5, 0.14186, 1.07840, 2.15680, -2.18345, -2.39548, 6.79869e-04, 2.15773e-04
6, 0.11822, 1.05832, 2.11665, -2.18107, -2.35472, 6.79214e-04, 2.15593e-04
dense n=2: E_corr -2.04027, E_unc -2.61245 mHa, S1 6.26415e-04
MP2 effective exponents (n=4,5,6): corr 2.650, unc 1.321
E_inf = -2.17759 mHa = -59.255 meV per cell; two-point -2.17781 mHa
n^-3 coefficient of E_corr = -0.7999 mHa; S1_inf = 6.78220e-04
a1 predicted = -0.96216 mHa = -26.182 meV; from energies -0.95559 mHa
n=4: err unc -0.28317, err corr -0.01086 mHa, ratio 26.08, rel unc 13.00 %
  dE -0.27231, -2vS1 -0.24159, -4v^2S2 -0.02718 mHa, 2vM/|D|min 0.1674
n=5: err unc -0.21789, err corr -0.00586 mHa, ratio 37.17, rel unc 10.01 %
  dE -0.21203, -2vS1 -0.19290, -4v^2S2 -0.01737 mHa, 2vM/|D|min 0.1316
n=6: err unc -0.17713, err corr -0.00349 mHa, ratio 50.79, rel unc 8.13 %
  dE -0.17365, -2vS1 -0.16059, -4v^2S2 -0.01205 mHa, 2vM/|D|min 0.1117
electron gas rs = 2.0 bohr
N=1850: L = 39.578 bohr, vM = 0.07169, shell gap corr = 0.08054 Ha, vM/gap = 0.890
N=14306: L = 78.265 bohr, vM = 0.03625, shell gap corr = 0.02756 Ha, vM/gap = 1.315
N=115554: L = 157.032 bohr, vM = 0.01807, shell gap corr = 0.01037 Ha, vM/gap = 1.742
kF = 0.95958 1/bohr; L*err(k=0) = 2.8367; L*err(k/kF=2.001) = 0.0015 Ha bohr
```
